# Electron Barrier of a Fully Depleted n-p-n Punch-Through Selector, part 2

In a crossbar memory, a selector in series with each memory element must pass a large current at full selection, 1.2 V, and a small one at half selection, 0.6 V. The selector treated here is a p-type base, \(0<x<W\), between n-type source and drain contacts. The source is grounded and the drain is at \(V\), the voltage across the selector alone. The electron energy \(U\), in eV, is measured from the source band edge; \(kT\) is also in eV, potentials are in V, and \(q>0\) is the elementary charge.

The example has \(W=60\) nm, acceptor density \(N=10^{18}\ \mathrm{cm^{-3}}\), relative permittivity 12 (permittivity \(\varepsilon\)), contact donor density \(D=10^{20}\ \mathrm{cm^{-3}}\), intrinsic density \(n_i=10^{10}\ \mathrm{cm^{-3}}\), and \(kT=0.02585\) eV at 300 K. Its flat-band voltage is \(F=qNW^2/(2\varepsilon)=2.714\) V.

The ideal model assumes a fully depleted base, neglects electron charge there, and treats the contacts as equipotentials. With \(s=x/W\), it gives

\[
U=Fs(1-s)-Vs .
\]

The peak lies at \(x_*=s_*W\), which is 16.7 nm at 1.2 V. Its height \(\varphi\), its position and the half-select contrast \(\Delta\) are

\[
\varphi=\frac{(F-V)^2}{4F},\qquad s_*=\frac{F-V}{2F},\qquad
\Delta=\varphi(V/2)-\varphi(V).
\]

Expanded, the barrier is

\[
\varphi=\frac F4-\frac V2+\frac{V^2}{4F}.
\]

With equal prefactors, the current ratio between full and half selection is \(R=e^{\Delta/kT}=2337\). If the total half-select leakage may not exceed the selected current, an array of \(M\) rows and \(M\) columns must satisfy

\[
2(M-1)\le R,\qquad M\le1+\frac R2 .
\]

The first extension allowed for depletion of the contacts, still with sharp edges of the charged layers. With \(r=N/D=0.01\) and \(F'=(1+r)F=2.741\) V, it gives

\[
\varphi=\frac{(F'-V)^2}{4F'} ,
\]

or 0.685 eV without bias and 0.217 eV at 1.2 V.

### Second extension: electrons that spill into the base

Let \(C\) be the fixed charge density divided by \(q\): it is \(+D\) in the contacts and \(-N\) in the base. With an electron density \(n\), Poisson's equation reads

\[
U''=\frac q\varepsilon\,(C-n).
\]

Take \(V=0\) and Boltzmann statistics, so that \(n=De^{-U/kT}\). Multiply the equation by \(U'\) and integrate from deep in the source contact, where \(U=U'=0\), to the peak, where \(U=\varphi\) and \(U'=0\). The left side is the change of \(U'^2/2\), which is zero. If \(U_j\) is the energy at the junction, then

\[
0=DU_j-N(\varphi-U_j)-\int_0^\varphi De^{-U/kT}\,dU .
\]

The integral is \(DkT(1-e^{-\varphi/kT})\). Its exponential is negligible for a barrier of many \(kT\). Division by \(D\) gives

\[
U_j(1+r)=r\varphi+kT,\qquad U_j=\frac{kT+r\varphi}{1+r}.
\]

In Boltzmann statistics the junction thus lies about \(kT\) above the contact interior, however heavy the contact doping. In a degenerate contact the term \(kT\) in the numerator is replaced by a larger one, which grows with doping; for the contacts used here, Fermi-Dirac statistics give a total step of about \(1.8\,kT\) at zero bias. Electrons have left the contact and exposed donors behind them.

The departed electrons also add negative charge to the base. To see their effect, integrate from a point in the base to the peak:

\[
\frac{U'^2}{2}=\frac q\varepsilon\left[N(\varphi-U)+kT(n-n_*)\right],
\]

where \(n_*\) is the density at the peak. Since \(n>n_*\) on the way up, the slope is larger than the acceptors alone would produce. Hence

\[
x_*=\int_{U_j}^{\varphi}\frac{dU}{U'}<
\int_{U_j}^{\varphi}\frac{dU}{\sqrt{2qN(\varphi-U)/\varepsilon}}
=\sqrt{\frac{2\varepsilon(\varphi-U_j)}{qN}} .
\]

Squaring gives \(\varphi-U_j>qNx_*^2/(2\varepsilon)\). By symmetry \(x_*=W/2\) without bias, so

\[
\varphi>\frac F4+U_j .
\]

Mobile electrons therefore raise the barrier in this model. The ideal formula gives too low a value at zero bias.

### The barrier with mobile charge under bias

With current flowing, the density follows from drift and diffusion. Let \(E_f\) be the electron quasi-Fermi level, in eV relative to its source value, and let \(\Phi=e^{E_f/kT}\). Then \(n=D\Phi e^{-U/kT}\). The electron flux is proportional to \(-n\,dE_f/dx\). Since \(dE_f/dx=kT\,\Phi'/\Phi\), a constant flux at constant mobility requires

\[
e^{-U/kT}\,\frac{d\Phi}{dx}=-c,\qquad\text{so}\qquad \frac{d\Phi}{dx}=-c\,e^{U/kT}.
\]

The end values are \(\Phi=1\) in the source and \(\Phi=e^{-V/kT}\) in the drain. Integration across the device fixes the constant:

\[
c=\frac{1-e^{-V/kT}}{\int e^{U/kT}\,dx}.
\]

The current is proportional to \(c\). Near the ideal peak, \(U=\varphi-\tfrac12\kappa(x-x_*)^2\) with \(\kappa=2F/W^2=qN/\varepsilon\). The integral is then approximately \(e^{\varphi/kT}\sqrt{2\pi kT/\kappa}\). Its square-root factor does not depend on voltage, so the equal prefactors assumed for \(R\) are justified as long as the peak is several lengths \(\sqrt{kT/\kappa}\) away from the edges. This length is 4.1 nm, against a distance of 16.7 nm at full selection.

The equations for \(U\) and \(\Phi\) were solved together by finite differences, with 6 nm of each contact included and a mesh of 0.05 nm. Poisson's equation was solved by Newton iteration, and \(\Phi\) was updated until both functions settled. A second calculation used Fermi-Dirac densities, with a rough effective density of states of \(3\times10^{19}\ \mathrm{cm^{-3}}\). It kept the above expression for \(\Phi\), which is adequate because the quasi-Fermi levels are almost flat in the degenerate contacts. The barriers, in eV, are:

| \(V\) | ideal | Boltzmann | Fermi-Dirac |
|---|---|---|---|
| 0 V | 0.679 | 0.722 | 0.741 |
| 0.6 V | 0.412 | 0.457 | 0.477 |
| 1.2 V | 0.211 | 0.266 | 0.287 |

Halving the mesh moves the last Fermi-Dirac entry by 0.006 meV.

The zero-bias Boltzmann value can be compared with the inequality. Here \(U_j=(0.02585+0.00722)/1.01=0.0327\) eV, so the barrier must exceed \(0.6786+0.0327=0.7113\) eV. The remaining 0.011 eV is the effect of electron charge inside the base.

The limit of small thermal energy isolates the contact correction. The Boltzmann calculation was repeated on a 0.025 nm mesh with \(kT\) reduced to one fifth and one tenth, and the barriers were extrapolated linearly to \(kT=0\). This gives 0.685 eV without bias and 0.216 eV at 1.2 V. The depletion formula with \(F'\) gives 0.685 and 0.217 eV.

Fermi-Dirac statistics raise the barrier further. The occupation \(f\) of a state changes with the reduced Fermi energy \(\eta\) as \(df/d\eta=f(1-f)\), which is less than \(f\). The total density therefore decays more slowly with rising \(U\) than \(e^{-U/kT}\). The integral of \(n\) over \(U\) is larger, and so is the junction step. This higher barrier, measured from the band edge, does not mean a smaller current. For the same contact density the Fermi level lies 0.060 eV above the band edge instead of 0.031 eV. The height above the Fermi level at full selection is 0.227 eV, against 0.235 eV in Boltzmann statistics, and the Fermi-Dirac current is the larger by about a third.

Relative to the ideal barrier, the Fermi-Dirac result is 9% higher at zero bias and 36% higher at full selection. The shift is 0.063 eV in the first case and 0.076 eV in the second. At full selection it lowers the current by \(e^{0.076/0.02585}\approx19\) if the ideal barrier is given the same contact Fermi level. Compared with the ideal barrier and the density \(De^{-U/kT}\), the reduction is about 6. Much of the shift cancels in the contrast, which becomes \(0.477-0.287=0.190\) eV. The computed current ratio is 1543, about a third below the ideal 2337. The formula is thus better at predicting selectivity than absolute current.

The contact Fermi level lies 0.060 eV above the band edge. At 300 K the barrier above the Fermi level at full selection is therefore \(0.287-0.060=0.227\) eV. This is not the activation energy that an Arrhenius plot would give, because the barrier and the Fermi level both change with temperature. The offset of 0.060 eV is common to both voltages and cancels in their ratio at a fixed temperature.

### Where mobile charge takes over

The ideal barrier also fails when electrons at the peak become as dense as the acceptors. In Boltzmann statistics, an upper estimate of their density is \(De^{-\varphi/kT}\), its value in equilibrium with the source. Requiring this to be below \(N\) gives

\[
\varphi>kT\ln\frac DN=0.02585\ln100\ \mathrm{eV}=0.12\ \mathrm{eV}.
\]

With the ideal barrier, this limit is reached at \(V=F-2\sqrt{0.12F}\approx1.6\) V, well below flat band. This is a cautious limit, because mobile charge raises the barrier and so holds the peak density down: the Fermi-Dirac calculation gives about \(0.05N\) at 1.6 V and \(0.4N\) at 2.2 V. The ideal barrier is nevertheless far too low at 1.6 V, 0.114 eV against a computed 0.209 eV, so mobile charge must be included in Poisson's equation there. At 1.2 V the Fermi-Dirac calculation gives a peak electron density of \(0.0023N\), so the example is safely on the low side.

Holes can be estimated at zero bias from \(np=n_i^2\). At the peak \(p=(n_i^2/D)e^{\varphi/kT}\), and the Boltzmann barrier gives \(p/N=1.4\times10^{-6}\). Their equilibrium charge is negligible. Holes generated by strong fields are a separate matter.

### Tunnelling and high field

Electrons slightly below the top can tunnel. For a parabolic barrier the transmission at an energy \(E\) relative to the top is the standard result

\[
P(E)=\frac1{1+e^{-2\pi E/\hbar\omega}},\qquad \omega=\sqrt{\kappa/m_e},
\]

where \(m_e\) is the effective mass and \(\kappa\) is expressed in joules per square metre. Classical emission has \(P=0\) below the top and \(P=1\) above it. The thermal current is therefore multiplied by

\[
g=\int_{-\infty}^{\infty}\frac{P(E)\,e^{-E/kT}}{kT}\,dE .
\]

Put \(t=e^{2\pi E/\hbar\omega}\) and \(\alpha=\hbar\omega/(2\pi kT)\). Then \(e^{-E/kT}=t^{-\alpha}\), \(dE/kT=\alpha\,dt/t\) and \(P=t/(1+t)\), so

\[
g=\alpha\int_0^\infty\frac{t^{-\alpha}}{1+t}\,dt=\frac{\pi\alpha}{\sin\pi\alpha},\qquad 0<\alpha<1 .
\]

For a light mass of 0.2 free-electron masses, \(\hbar\omega=0.024\) eV and \(g=1.04\). Tunnelling adds 4% to the current. Since \(\kappa\) does not depend on \(V\), this factor cancels in the ideal current ratio.

At the drain edge the slope of the ideal profile is

\[
U'(W)=\frac{F(1-2)-V}{W}=-\frac{F+V}{W}.
\]

At full selection its magnitude is \(3.914/60=0.065\) V/nm, or 0.65 MV/cm. From peak to drain an electron falls through \(\varphi+V=1.41\) eV. With mobile charge and Fermi-Dirac statistics the peak field is about 0.8 MV/cm and the fall is 1.49 eV. Either energy exceeds a silicon-like gap of about 1.1 eV, so energy conservation alone does not exclude the creation of electron-hole pairs. The present model gives no rate for it. Holes left in the base would offset acceptor charge and lower the barrier. A base without its own contact can collect them, so the results for full selection apply to a real device only if this generation is weak. The demand is strict. Holes escape to the source over the barrier \(\varphi\), so with equal carrier velocities a hole density of \(0.1N\) needs only about \(0.1e^{-\varphi/kT}/0.0023\approx7\times10^{-4}\) pairs per electron. Ionization coefficients of bulk silicon, extrapolated to these fields and applied locally, give of order 0.1 pairs per electron. A local estimate overstates the rate when the total fall is barely above threshold, but it shows that for a silicon device at 1.2 V the neglect of generated holes cannot be taken for granted.

Direct tunnelling across the gap can be sized with a triangular barrier of height \(E_g\) in a constant force \(\mathcal E=|U'(W)|\), taken in joules per metre. The semiclassical exponent is

\[
S=\frac2\hbar\int_0^{E_g/\mathcal E}\!\!\sqrt{2m_e(E_g-\mathcal Ex)}\,dx
=\frac{4\sqrt{2m_e}\,E_g^{3/2}}{3\hbar\mathcal E}.
\]

With the same light mass it is 54, or about 44 if the larger peak field of 0.8 MV/cm is used throughout. The exponent of thermal emission at half selection is \(0.412/0.02585=16\), so tunnelling across the gap is strongly suppressed by comparison. The estimate is rough, because it uses a single mass and leaves out phonons and defects. The triangular barrier also overstates the exponent. A parabolic barrier across the gap gives about 32 and 25 for the two fields, and empirical fits for silicon give roughly 29 and 23, so the margin over 16 is smaller than the first numbers suggest.

### Random acceptors

A cell 40 nm square contains on average \(NW(40\ \mathrm{nm})^2=96\) acceptors. If they are placed independently, the relative spread of their number is \(1/\sqrt{96}=10.2\%\). Treat each cell as uniformly doped at its own density. From \(\varphi=F/4-V/2+V^2/(4F)\),

\[
\frac{d\varphi}{dF}=\frac14\left(1-\frac{V^2}{F^2}\right).
\]

One standard deviation in \(F\) is 0.277 V. It moves the barrier by 0.066 eV at half selection and by 0.056 eV at full selection. The corresponding current factors are 13 and 9. The selected cell and the half-selected cells have different acceptor numbers, so these shifts do not cancel between them. The shift from mobile charge also depends on the acceptor number, and at full selection it changes by up to about 0.01 eV for one standard deviation, but most of it still cancels.

Leaky cells dominate the sum over an array. For a Gaussian barrier shift \(\delta\) of standard deviation \(\sigma\), completing the square in the exponent gives

\[
\left\langle e^{-\delta/kT}\right\rangle
=\int\frac{e^{-\delta^2/2\sigma^2-\delta/kT}}{\sqrt{2\pi}\,\sigma}\,d\delta
=e^{\sigma^2/2(kT)^2}.
\]

With \(\sigma=0.066\) eV the mean half-select leakage is about 25 times that of a typical cell. Applied to the computed ratio of 1543, a limit on the mean leakage lowers the array size for a typical selected cell from about 770 rows to roughly 30. This estimate takes the shift as linear and Gaussian. A Poisson-distributed acceptor number with the full barrier formula gives a mean factor of about 18 and a limit of about 44 rows. The depths of the acceptors are random too, which widens the spread at half selection to about 0.076 eV. A one-dimensional simulation that treats each acceptor as a charged sheet at a random depth gives, from the barrier height alone, a mean factor of roughly 35 and a limit of about 23 rows. When the current is computed from the whole barrier profile, the factor is roughly 29 and the limit about 28 rows. The mean is also dominated by rare, very leaky cells, so a typical array of this size leaks less than the mean suggests. All these estimates ignore how the acceptors are distributed across the area of each cell.

### Beside a silicon device

The parameters are round values in the rough regime of epitaxial silicon punch-through selectors, whose bases are tens of nanometres thick and doped at roughly \(10^{17}\) to \(10^{18}\ \mathrm{cm^{-3}}\). The perfectly abrupt junctions are an idealization. Donors that diffuse from the contacts make the base thinner and its net doping uneven. If diffusion did no more than shorten a uniform base by 3 nm, or 5%, then \(F\propto W^2\) would fall by 10%. To first order this lowers the ideal barrier by about 0.07 eV at zero bias and 0.05 eV at full selection, comparable with the random-acceptor spread. Self-heating, gap narrowing in the contacts and ballistic transport are also absent. The numbers here are properties of the model, and a particular device needs its measured doping profile.
